# The Atom–Mirror Potential: Near, Retarded and Thermal Limits

Anyone who attaches a long-range tail to a calculated atom–surface potential must decide which atomic property sets its strength and which power of the distance it follows. For a perfectly reflecting mirror, the model treated here, the tail at short distance needs the mean square dipole of the electrons; farther away it needs the static polarizability and the speed of light; farther still, at finite temperature, it needs the polarizability and \(kT\). The choice depends on comparing the distance \(z\) with two lengths, and one formula covering all three regions shows, for this ideal mirror, where each simple law may be used and how large its error is. A real surface changes the strengths and the first crossover, as the last paragraph quantifies.

Let a neutral atom sit in its ground state at distance \(z\) from a flat, perfectly conducting mirror occupying \(z\le 0\). The atom is isotropic, has no permanent dipole, and is small compared with \(z\). Gaussian units are used, so polarizability is a volume; in SI units \(\langle d^2\rangle\), \(\alpha\) and \(e^2\) are each divided by \(4\pi\varepsilon_0\) in the formulas for the potential. Excited levels are labelled \(n\), with excitation energies \(\hbar\omega_n\), and \(|d_n|^2\) is the squared dipole matrix element from the ground state, summed over the three components and over the sublevels of \(n\). Sums over \(n\) include the continuum.

In the multipolar form of the theory the atom couples to the transverse field through \(-\mathbf d\cdot\mathbf E\), and the question arises whether the electrostatic image energy must be added. It must not. Split the polarization \(\mathbf P\) of the atom into a part \(\mathbf P_\parallel\), the gradient of a function that vanishes on the mirror, and a divergence-free part \(\mathbf P_\perp\). The Coulomb energy, images included, is \(2\pi\int P_\parallel^2\,dV\), and the multipolar Hamiltonian also contains \(2\pi\int P_\perp^2\,dV\). The cross term \(\int\mathbf P_\parallel\cdot\mathbf P_\perp\,dV\) vanishes on integration by parts, so the two energies add to \(2\pi\int P^2\,dV\). This lives inside the atom and does not depend on \(z\). The whole potential therefore comes from the coupling \(-\mathbf d\cdot\mathbf E\), in second order.

The field in front of the mirror can be built from the free field \(\mathbf E^0\). With \(M=\mathrm{diag}(1,1,-1)\), take

\[
\mathbf E(\mathbf r)=\frac{1}{\sqrt2}\left[\mathbf E^0(\mathbf r)-M\mathbf E^0(M\mathbf r)\right].
\]

Both terms obey Maxwell's equations, and their tangential components cancel at \(z=0\). The factor \(1/\sqrt2\) preserves the commutator of electric and magnetic fields: the two direct terms give half the free value each, while the cross terms are local at \(\mathbf r=M\mathbf r'\), which cannot happen for two points in front of the mirror.

Let \(C_{ij}(\boldsymbol\Delta,\omega)\) be the free vacuum correlation per unit frequency between points separated by \(\boldsymbol\Delta\). A plane-wave mode in volume \(V\) has squared amplitude \(2\pi\hbar\omega/V\), and the density of wave vectors is \(V/(2\pi)^3\). Summing over polarizations gives

\[
C_{ij}=\frac{\hbar\omega^3}{4\pi^2c^3}\int d\Omega\,(\delta_{ij}-\hat k_i\hat k_j)\,e^{i\mathbf k\cdot\boldsymbol\Delta}.
\]

At the atom, the two direct terms add to \(C_{ii}(0)\) and the two cross terms to \(-M_{ii}C_{ii}(2z\hat{\mathbf z})\). The first is independent of \(z\) and belongs to the free-space Lamb shift. For the second, put \(x=2\omega z/c\) and \(\mu=\hat k_z\). From \(\int_{-1}^1e^{ix\mu}d\mu=2\sin x/x\), and minus its second derivative for the integral with \(\mu^2\), the angular integrals are

\[
\begin{aligned}
xx:&\quad \pi\int_{-1}^{1}(1+\mu^2)e^{ix\mu}d\mu=4\pi\left(\frac{\sin x}{x}+\frac{\cos x}{x^2}-\frac{\sin x}{x^3}\right),\\
zz:&\quad 2\pi\int_{-1}^{1}(1-\mu^2)e^{ix\mu}d\mu=8\pi\left(\frac{\sin x}{x^3}-\frac{\cos x}{x^2}\right).
\end{aligned}
\]

The \(yy\) integral equals the \(xx\) one. The mirror part of the spectrum, summed over components, is \(-2C_{xx}+C_{zz}\):

\[
\frac{2\hbar\omega^3}{\pi c^3}\,\frac{2\sin x-2x\cos x-x^2\sin x}{x^3}
=\frac{\hbar}{4\pi z^3}\,\mathrm{Im}\,F(x),
\]

\[
F(x)=e^{ix}(2-2ix-x^2),
\]

because \(\omega^3/(c^3x^3)=1/(8z^3)\). A direct integration over the standing waves of the half-space, with their two polarizations, confirmed this spectrum at three values of \(x\).

In second order the atom goes to level \(n\) while emitting a photon, and the energy denominator is \(-\hbar(\omega_n+\omega)\). Isotropy gives each field component the weight \(|d_n|^2/3\), so

\[
U_0=-\frac{1}{12\pi z^3}\sum_n|d_n|^2\int_0^\infty d\omega\,\frac{\mathrm{Im}\,F(2\omega z/c)}{\omega_n+\omega}.
\]

The integrand oscillates with growing amplitude. A point dipole is responsible for this; a smooth cutoff \(e^{-\eta\omega}\), with \(\eta\to0\) at the end, gives the integral its meaning. The function \(F/(\omega_n+\omega)\) has no pole in the first quadrant, and \(e^{ix}\) decays upwards, so the path may be turned to \(\omega=i\xi\). There

\[
F(iy)=e^{-y}(2+2y+y^2)\equiv f(y),\qquad
\mathrm{Im}\,\frac{i}{\omega_n+i\xi}=\frac{\omega_n}{\omega_n^2+\xi^2}.
\]

The polarizability of the isotropic atom is

\[
\alpha(\omega)=\frac{2}{3\hbar}\sum_n\frac{\omega_n|d_n|^2}{\omega_n^2-\omega^2},
\]

so that \(\sum_n\omega_n|d_n|^2/(\omega_n^2+\xi^2)=\tfrac32\hbar\,\alpha(i\xi)\). The result at zero temperature is

\[
U_0(z)=-\frac{\hbar}{8\pi z^3}\int_0^\infty d\xi\,\alpha(i\xi)\,f(2\xi z/c).
\]

When \(z\ll c/\omega_n\) for the transitions that carry the weight, light crosses the gap in a time short compared with the electronic motion. Then \(f\) may be replaced by \(f(0)=2\). Each level contributes \(\int_0^\infty\omega_n\,d\xi/(\omega_n^2+\xi^2)=\pi/2\), and without a permanent dipole \(\sum_n|d_n|^2=\langle d^2\rangle\). Thus \(\int_0^\infty\alpha(i\xi)d\xi=\pi\langle d^2\rangle/(3\hbar)\) and

\[
U_0\to-\frac{\hbar}{8\pi z^3}\,\frac{2\pi\langle d^2\rangle}{3\hbar}=-\frac{\langle d^2\rangle}{12z^3}.
\]

Electrostatics gives the same answer. The image dipole is \((-d_x,-d_y,d_z)\) at distance \(2z\), and half of the dipole–dipole energy belongs to the atom, since the image is induced:

\[
\frac12\,\frac{-d_x^2-d_y^2+d_z^2-3d_z^2}{(2z)^3}
=-\frac{d_x^2+d_y^2+2d_z^2}{16z^3}.
\]

With \(\langle d_i^2\rangle=\langle d^2\rangle/3\) the numerator averages to \(\tfrac43\langle d^2\rangle\), and \(\tfrac43\cdot\tfrac1{16}=\tfrac1{12}\). The mean dipole is zero, but its fluctuations are followed by the image.

The first effect of retardation measures the error of this law. In terms of \(y\) and \(x_n=2\omega_nz/c\), the integral for level \(n\) is

\[
\int_0^\infty\frac{x_n f(y)}{x_n^2+y^2}dy\simeq\pi+x_n\int_0^\infty\frac{f(y)-2}{y^2}dy=\pi-x_n .
\]

The last integral follows by parts: \(f'(y)=-y^2e^{-y}\), the boundary terms vanish because \(f-2\simeq-y^3/3\) at small \(y\), and \(-\int_0^\infty ye^{-y}dy=-1\) remains. Hence

\[
U_0\simeq-\frac{\langle d^2\rangle}{12z^3}+\frac{1}{6\pi cz^2}\sum_n\omega_n|d_n|^2 .
\]

For one electron in a local potential, \([x,[H,x]]=\hbar^2/m\). Its ground-state expectation value is \(2\sum_n\hbar\omega_n|x_n^{\rm el}|^2\), where \(x_n^{\rm el}\) is the matrix element of the coordinate. Adding the three directions and multiplying by \(e^2\) gives \(\sum_n\omega_n|d_n|^2=3\hbar e^2/(2m)\). The correction is therefore \(+\hbar e^2/(4\pi mcz^2)\): the delay weakens the attraction, since the image field returns after the dipole has begun to change.

At large distance, \(z\gg c/\omega_n\), the factor \(f\) restricts \(\xi\) to values of order \(c/2z\), where \(\alpha(i\xi)\simeq\alpha(0)=\alpha_0\). With \(d\xi=(c/2z)dy\) and \(\int_0^\infty f\,dy=2+2+2=6\),

\[
U_0\to-\frac{\hbar\alpha_0}{8\pi z^3}\,\frac{c}{2z}\,6=-\frac{3\hbar c\,\alpha_0}{8\pi z^4}.
\]

The details of the spectrum have dropped out because the relevant field changes slowly enough for the atom to respond statically. Both limits overestimate the attraction at every finite distance: \(f(y)<2\) for \(y>0\) gives the first statement, and \(\alpha(i\xi)<\alpha_0\) for \(\xi>0\) gives the second. Equating them yields the crossover distance

\[
z_1=\frac{9\hbar c\,\alpha_0}{2\pi\langle d^2\rangle}.
\]

Now let the field have temperature \(T\), with \(N(\omega)=1/(e^{\hbar\omega/kT}-1)\) photons per mode, while the atom is still held in its ground state. Emission acquires the factor \(N+1\), and absorption appears with factor \(N\) and denominator \(-\hbar(\omega_n-\omega)\). In the integral for \(U_0\) this means

\[
\frac{1}{\omega_n+\omega}\;\to\;\frac{N+1}{\omega_n+\omega}+\frac{N}{\omega_n-\omega},
\]

with a principal value at \(\omega_n\), since the energy shift is the real part. The two terms in \(N\) add to \(2\omega_nN/(\omega_n^2-\omega^2)\), so the thermal addition is

\[
\Delta U=-\frac{\hbar}{4\pi z^3}\,\mathrm P\!\int_0^\infty d\omega\,N(\omega)\,\alpha(\omega)\,\mathrm{Im}\,F(2\omega z/c).
\]

Turn this path to the imaginary axis as well. There are three contributions to the imaginary part of \(\int N\alpha F\,d\omega\). First, on the axis

\[
N(i\xi)=-\frac12-\frac i2\cot\frac{\hbar\xi}{2kT}.
\]

After multiplication by \(d\omega=i\,d\xi\) the cotangent term is real and drops out, while the first term gives \(-\tfrac12\int_0^\infty\alpha(i\xi)f\,d\xi\). Second, \(N\) has poles at \(i\xi_m\), \(\xi_m=2\pi mkT/\hbar\), each with residue \(kT/\hbar\). The upward path passes them on the right in counterclockwise half circles, and each gives \(\pi(kT/\hbar)\alpha(i\xi_m)f(2\xi_mz/c)\). At the origin there is a quarter circle, so the term \(m=0\) has half weight, indicated by a prime on the sum. Third, near \(\omega_n\) the polarizability is \(-(|d_n|^2/3\hbar)/(\omega-\omega_n)\). The path that can be turned passes above this pole and equals the principal value minus \(i\pi\) times the residue. Restoring the principal value contributes \(-(\pi/3\hbar)|d_n|^2N(\omega_n)\,\mathrm{Re}\,F(2\omega_nz/c)\).

Inserted in \(\Delta U\), the first contribution is \(-U_0\) and cancels the zero-temperature potential. What remains is

\[
U_T=-\frac{kT}{4z^3}\sum_{m=0}^{\infty}{}^{'}\alpha(i\xi_m)f(2\xi_mz/c)+R,
\]

\[
R=\frac{1}{12z^3}\sum_nN(\omega_n)|d_n|^2\,\mathrm{Re}\,F(2\omega_nz/c).
\]

For \(z\gg\hbar c/kT\) every term with \(m\ge1\) is exponentially small. The term \(m=0\) is \(\tfrac12\alpha_0f(0)=\alpha_0\), and, where \(R\) can be neglected,

\[
U_T\to-\frac{kT\alpha_0}{4z^3}.
\]

Planck's constant has disappeared apart from its role in \(\alpha_0\): this is the classical energy of a polarizable body in a thermally fluctuating field. It falls more slowly than the retarded law and overtakes it at

\[
z_2=\frac{3\hbar c}{2\pi kT}.
\]

The condition on \(R\) is more than a formality. At large \(x\), \(\mathrm{Re}\,F\simeq-x^2\cos x\), so \(R\) oscillates and falls as \(1/z\). If one level dominates, \(\alpha_0\simeq2|d_n|^2/(3\hbar\omega_n)\), and the amplitude of \(R\) relative to the thermal limit is

\[
2N(\omega_n)\,\frac{\hbar\omega_n}{kT}\left(\frac{\omega_nz}{c}\right)^2 .
\]

This must be small. For an atom strictly held in its ground state, the law \(-kT\alpha_0/(4z^3)\) thus needs \(kT\ll\hbar\omega_n\); it then describes an enormous but not unlimited range of distances. In a hotter field the range can be missing altogether: at \(z=\hbar c/kT\) the amplitude above is \(2N(\omega_n)(\hbar\omega_n/kT)^3\), which is already 2.8 for \(\hbar\omega_n=3kT\).

In full equilibrium the situation differs. Consider one ground state and three excited sublevels, with probabilities per state \(p_g\) and \(p_e=p_ge^{-\hbar\omega_0/kT}\). The coupling has no diagonal elements, so the second-order free energy is the average of the level shifts. Each excited sublevel carries one third of \(|d_0|^2\), so the sum of the three excited shifts follows from the ground-state shift by \(\omega_0\to-\omega_0\) and a change of nothing else. Weighted with the probabilities, the total coefficient of \(1/(\omega_0-\omega)\) becomes \(p_gN-p_e(N+1)\). At \(\omega=\omega_0\) this vanishes, because \((N+1)/N=e^{\hbar\omega_0/kT}\). The resonant term is gone. The Matsubara terms are odd in \(\omega_0\), so they survive with the factor \(p_g-p_e\), which turns \(\alpha\) into the thermal polarizability of this model.

A deliberately hot case shows the size of the effect. Take \(2\omega_0z/c=3\) and \(2kTz/(\hbar c)=1.5\), and write \(U=-|d_0|^2I/(12\pi z^3)\), so that positive \(I\) means a negative energy. At \(T=0\), \(I=1.432\). For the atom held in its ground state the Matsubara part is \(3.144\) and the resonant part \(-3.824\), together \(-0.680\): the potential has changed sign. In equilibrium \(p_g=0.7112\) and \(p_e=0.0963\), and \(I=(0.7112-0.0963)\times3.144=1.93\). Principal-value integration over real frequencies was tested against these rotated forms in all three cases and agreed.

The thermal addition has a second simple limit, at short distance. For \(kT\ll\hbar\omega_n\) and \(z\ll\hbar c/kT\), thermal photons see \(\alpha_0\) and small \(x\), where \(\mathrm{Im}\,F\simeq-x^3/3\). Using \(\int_0^\infty N\omega^3d\omega=(\pi^4/15)(kT/\hbar)^4\),

\[
\Delta U\simeq\frac{\hbar\alpha_0}{4\pi z^3}\,\frac{8z^3}{3c^3}\,\frac{\pi^4}{15}\left(\frac{kT}{\hbar}\right)^4
=\frac{2\pi^3\alpha_0(kT)^4}{45(\hbar c)^3}.
\]

This is positive and independent of \(z\), so at this order it exerts no force. At the mirror the tangential field vanishes and the mean square of the normal field doubles; the total falls to two thirds of its free value, and the atom loses a third of its thermal Stark lowering.

Hydrogen with a fixed nucleus, treated without relativity, supplies a real spectrum. Diagonalization of its \(p\) states in a Laguerre basis gives \(\langle d^2\rangle=3\,e^2a_0^2\), \(\alpha_0=4.5\,a_0^3\) and a lowest excitation energy of \(0.375\) hartree. In atomic units \(c=137.036\), and at 300 K \(kT=9.500\times10^{-4}\) hartree. The crossover distances are

\[
z_1=\frac{9(137.036)(4.5)}{2\pi(3)}=294\ \text{bohr}\;(15.6\ \text{nm}),
\]

\[
z_2=\frac{3(137.036)}{2\pi(9.500\times10^{-4})}=6.89\times10^4\ \text{bohr}\;(3.64\ \mu\text{m}).
\]

At 20 bohr the near law gives \(-3/(12\times20^3)=-3.125\times10^{-5}\) hartree, and the full potential is \(0.9545\) of it. The first retardation correction predicts

\[
1-\frac{12\times20}{4\pi(137.036)(3)}=0.9535 .
\]

At 100 bohr the ratio has dropped to \(0.80\), well before the crossover. At 300 bohr the full potential is \(0.56\) of the near law and \(0.57\) of the retarded law, so either one overestimates the attraction by about three quarters of its true size. Switching from one power law to the other at \(z_1\) would thus be a poor approximation there; the frequency integral is needed. The retarded law is still 14 percent too strong at 1000 bohr, relative to the full value, and within 0.2 percent at \(10^4\) bohr.

Temperature first acts in the unexpected direction. At \(10^4\) bohr the potential is \(-7.3456\times10^{-15}\) hartree at 300 K against \(-7.3474\times10^{-15}\) at zero temperature: the warm energy is slightly less negative, as the positive shift requires. The shift there is \(1.76\times10^{-18}\) hartree, already only 0.90 of the constant although \(z\) is just \(0.07\,\hbar c/kT\); it is a third of the constant at \(3\times10^4\) bohr and has changed sign by \(5\times10^4\) bohr. At 1000 bohr the computed change is \(1.961\times10^{-18}\) hartree and the constant predicted above is \(1.963\times10^{-18}\). At \(10^5\) bohr the order is reversed, and the warm potential is \(1.0856/0.7361=1.47\) times the cold one. It exceeds the thermal limit by the factor \(1.0157\). The term \(m=1\) accounts for this: \(y=4\pi kTz/(\hbar c)=8.71\) gives \(f(y)=0.0157\). At \(10^6\) bohr the thermal law gives

\[
-\frac{(9.500\times10^{-4})(4.5)}{4\times10^{18}}=-1.069\times10^{-21}\ \text{hartree},
\]

or \(-7.0\times10^{-6}\) Hz after division by \(h\), in agreement with the full sum.

These hydrogen values omit \(R\). At the lowest excitation \(N\) is about \(10^{-171}\), and the relative amplitude derived above is still near \(10^{-162}\) at \(10^6\) bohr, so the omission is harmless here.

The mirror is a stronger idealization than the atom. The near law assumes perfect reflection well beyond the electronic frequencies of the atom, since for a single level half of \(\int_0^\infty\alpha(i\xi)d\xi\) comes from \(\xi>\omega_n\). The retarded law needs it mainly at frequencies of order \(c/2z\), where the factor \(f\) leaves its weight. A real metal reflects imperfectly near and above its plasma frequency \(\omega_p\), and \(c/\omega_p\) is a few hundred bohr, so the hydrogen values describe the ideal model and should not be taken for a particular surface until \(z\) is far larger than that. With the reflection coefficients of a free-electron (Drude) metal in place of perfect reflection, and \(\hbar\omega_p=9\) eV, the zero-temperature potential is 0.35 of the ideal one at 20 bohr, 0.49 at 300, 0.66 at 1000 and 0.94 at \(10^4\) bohr; for 15 eV the figures are 0.48, 0.61, 0.76 and 0.96. The coefficient of \(1/z^3\) drops from 0.25 to 0.085 and 0.114, which moves the first crossover from 294 bohr to about 870 and 640 bohr. These models leave out interband absorption and only indicate the size of the effect. For an insulator with static dielectric constant \(\varepsilon\) the thermal law carries the factor \((\varepsilon-1)/(\varepsilon+1)\). At tens of bohr higher multipoles also enter: the full electrostatic image energy of hydrogen at 20 bohr exceeds the dipole near law by 1.2 percent, about ten times the gap between 0.9545 and 0.9535. Closer in, the overlap of electron clouds matters as well. The numerical output below lists the potentials and their ratios to the three limits.

## Computed values

```
HYDROGEN, atomic units
speed of light c = 137.0360 a.u.
temperature = 300 K
kT = 9.500435e-04 hartree
mean d^2 = 3.000000 e^2 bohr^2
alpha0 = 4.500000 bohr^3
oscillator sum = 1.000000 (pure number)
lowest excitation energy = 0.375000 hartree
log10 of photon number there = -171.4 (pure number)
near/far crossover = 294.4 bohr = 15.58 nm
far/thermal crossover = 68870 bohr = 3.644 micrometre
z in bohr; U_0 and U_300K in hartree; ratios are pure numbers
z | U_0 | U_300K | U_0/near | U_0/far | U_300K/thermal
20 | -2.9829e-05 | -2.9829e-05 | 0.9545 | 0.0648 | 223.2736
100 | -2.0039e-07 | -2.0039e-07 | 0.8015 | 0.2722 | 187.4885
300 | -5.2008e-09 | -5.2008e-09 | 0.5617 | 0.5723 | 131.3817
1000 | -6.4810e-11 | -6.4810e-11 | 0.2592 | 0.8805 | 60.6380
10000 | -7.3474e-15 | -7.3456e-15 | 0.0294 | 0.9982 | 6.8728
100000 | -7.3607e-19 | -1.0856e-18 | 0.0029 | 1.0000 | 1.0157
1000000 | -7.3609e-23 | -1.0688e-21 | 0.0003 | 1.0000 | 1.0000
U_0/near at 20 bohr, first correction only = 0.9535
U_300K/h at 20 bohr = -1.9627e+11 Hz
U_300K/h at 10000 bohr = -4.8332e+01 Hz
U_300K/h at 1000000 bohr = -7.0324e-06 Hz
U_300K - U_0 at 1000 bohr = 1.9612e-18 hartree
predicted constant shift = 1.9631e-18 hartree
IMAGE CHARGES, unit dipole at unit distance
orientation average of U z^3/d^2 = -0.083334
value -1/12 = -0.083333
TWO-LEVEL MODEL, dimensionless integrals
2 w0 z/c = 3.0, 2 kT z/(hbar c) = 1.5
T=0: modes 1.431625, rotated 1.431625
held in ground state: modes -0.679750
  Matsubara part 3.144151, resonant part -3.823902
populations per state: ground 0.711235, excited 0.096255
equilibrium: modes 1.933588, Matsubara 1.933588
```
